# The Action of σ·r̂ on Spinor Spherical Harmonics

## The situation

An electron in a central potential obeys a Dirac equation in which the upper and lower two-component spinors are coupled by $\boldsymbol\sigma\cdot\mathbf p$. In a state of definite $j$, $m$ and parity each of the two has a single angular function of its own, and the two functions have opposite parity. The equation separates into radial equations because the operator $\boldsymbol\sigma\cdot\hat{\mathbf r}$, with $\hat{\mathbf r}=\mathbf r/r$, turns one angular function into the other. The claim is

$$(\boldsymbol\sigma\cdot\hat{\mathbf r})\,\Omega_{\kappa m}(\hat{\mathbf r})=-\Omega_{-\kappa,m}(\hat{\mathbf r}) \tag{1}$$

for every nonzero integer $\kappa$, every allowed $m$ and every direction $\hat{\mathbf r}$. Symmetry fixes everything except a constant factor, and the unit square of the Hermitian operator $\boldsymbol\sigma\cdot\hat{\mathbf r}$ restricts it to a phase factor. That factor depends on how the functions are defined, so the definition comes first.

## Definition of the functions

Set $\hbar=1$. Let $\mathbf L$ be the orbital angular momentum and $\mathbf J=\mathbf L+\boldsymbol\sigma/2$. The label $\kappa$ fixes both $j$ and $l$:

$$j=|\kappa|-\tfrac12,\qquad l=\kappa\ (\kappa>0),\qquad l=-\kappa-1\ (\kappa<0).$$

Thus $j=l-\frac12$ for $\kappa>0$ and $j=l+\frac12$ for $\kappa<0$. With $a=l+\frac12$, define

$$\Omega_{\kappa m}=\begin{pmatrix}u\,Y_{l,m-1/2}\\ d\,Y_{l,m+1/2}\end{pmatrix},\qquad
\sqrt{2a}\,(u,d)=\begin{cases}(\sqrt{a+m},\ \sqrt{a-m}) & \kappa<0\\(-\sqrt{a-m},\ \sqrt{a+m}) & \kappa>0\end{cases} \tag{2}$$

The $Y_{l\mu}$ carry Condon-Shortley phases, and $Y_{l\mu}$ is read as zero if $|\mu|>l$. Since $u^2+d^2=1$, the functions are normalized on the sphere.

**Angular momentum.** Both components of (2) have $J_z=m$. The phases of $Y_{l\mu}$ are such that $L_\pm Y_{l\mu}=\sqrt{(l\mp\mu)(l\pm\mu+1)}\,Y_{l,\mu\pm1}$. Hence $L_+$ on $Y_{l,m-1/2}$ and $L_-$ on $Y_{l,m+1/2}$ both give the factor $w=\sqrt{(a-m)(a+m)}$. In

$$\boldsymbol\sigma\cdot\mathbf L=\begin{pmatrix}L_z&L_-\\L_+&-L_z\end{pmatrix}$$

the action on the coefficients is therefore

$$(u,d)\to\big((m-\tfrac12)u+wd,\ \ wu-(m+\tfrac12)d\big).$$

For $\kappa<0$, leaving out the common factor $1/\sqrt{2a}$, the two entries are

$$(m-\tfrac12)\sqrt{a+m}+w\sqrt{a-m}=(a-\tfrac12)\sqrt{a+m}=l\sqrt{a+m},$$
$$w\sqrt{a+m}-(m+\tfrac12)\sqrt{a-m}=(a-\tfrac12)\sqrt{a-m}=l\sqrt{a-m}.$$

So $\boldsymbol\sigma\cdot\mathbf L=l$. For $\kappa>0$ they are

$$-(m-\tfrac12)\sqrt{a-m}+w\sqrt{a+m}=(a+\tfrac12)\sqrt{a-m}=-(l+1)\big(-\sqrt{a-m}\big),$$
$$-w\sqrt{a-m}-(m+\tfrac12)\sqrt{a+m}=-(a+\tfrac12)\sqrt{a+m}=-(l+1)\sqrt{a+m}.$$

So $\boldsymbol\sigma\cdot\mathbf L=-(l+1)$. In both cases

$$\boldsymbol\sigma\cdot\mathbf L\,\Omega_{\kappa m}=-(1+\kappa)\,\Omega_{\kappa m}. \tag{3}$$

From $J^2=L^2+\boldsymbol\sigma\cdot\mathbf L+\frac34$ the eigenvalue of $J^2$ is $l(l+1)+l+\frac34=(l+\frac12)(l+\frac32)$ for $\kappa<0$, and $l(l+1)-(l+1)+\frac34=(l-\frac12)(l+\frac12)$ for $\kappa>0$. Both equal $j(j+1)$.

**Relative phases in $m$.** The operator $J_+$ adds $L_+$ on each component to a spin part that moves the lower component into the upper place. On $Y_{l,m+1/2}$, $L_+$ gives $v=\sqrt{(a-m-1)(a+m+1)}$. The new coefficients are thus $(wu+d,\ vd)$. Take $m<j$ and again leave out $1/\sqrt{2a}$. For $\kappa<0$, where $j=a$,

$$w\sqrt{a+m}+\sqrt{a-m}=(a+m+1)\sqrt{a-m}=\sqrt{(a-m)(a+m+1)}\,\sqrt{a+m+1},$$
$$v\sqrt{a-m}=\sqrt{(a-m)(a+m+1)}\,\sqrt{a-m-1}.$$

For $\kappa>0$, where $j=a-1$,

$$-w\sqrt{a-m}+\sqrt{a+m}=-(a-m-1)\sqrt{a+m}=\sqrt{(a-m-1)(a+m)}\,\big(-\sqrt{a-m-1}\big),$$
$$v\sqrt{a+m}=\sqrt{(a-m-1)(a+m)}\,\sqrt{a+m+1}.$$

The last factors are the coefficients (2) at $m+1$, so for either sign of $\kappa$

$$J_+\Omega_{\kappa m}=\sqrt{(j-m)(j+m+1)}\;\Omega_{\kappa,m+1}. \tag{4}$$

At $m=j$ the component with $\mu=l$ has a positive coefficient. With (4), this identifies $u$ and $d$ as the Clebsch-Gordan coefficients for coupling in the order orbital, then spin.

## A scalar under rotations, odd under inversion

From $L_i=-i\epsilon_{iab}r_a\partial_b$ one finds $[L_i,r_j]=-i\epsilon_{iaj}r_a=i\epsilon_{ijk}r_k$. Because $\mathbf L$ commutes with $r$, the same holds for $\hat r_j$. The spin obeys $[\frac12\sigma_i,\sigma_j]=i\epsilon_{ijk}\sigma_k$. Therefore

$$[J_i,\sigma_j\hat r_j]=i\epsilon_{ijk}\,\sigma_j\hat r_k+i\epsilon_{ijk}\,\sigma_k\hat r_j=i(\epsilon_{ijk}+\epsilon_{ikj})\,\sigma_j\hat r_k=0, \tag{5}$$

where $j$ and $k$ were interchanged in the second term. The cancellation needs both parts of $\mathbf J$. Neither $\mathbf L$ nor the spin commutes with $\boldsymbol\sigma\cdot\hat{\mathbf r}$ separately, and so $l$ is free to change while $j$ and $m$ are not.

Under inversion, $\hat{\mathbf r}\to-\hat{\mathbf r}$ while the axial vector $\boldsymbol\sigma$ stays as it is, so $\boldsymbol\sigma\cdot\hat{\mathbf r}$ changes sign. It is a pseudoscalar. Since $r^lY_{l\mu}$ is a homogeneous polynomial of degree $l$ in the coordinates, $\Omega_{\kappa m}(-\hat{\mathbf r})=(-1)^l\Omega_{\kappa m}(\hat{\mathbf r})$. The image $(\boldsymbol\sigma\cdot\hat{\mathbf r})\Omega_{\kappa m}$ has the same $j$ and $m$, but parity $(-1)^{l+1}$.

## The image is a multiple of one function

A spinor function on the sphere with $J_z=m$ can be expanded in $Y_{l,m-1/2}$ for the upper component and $Y_{l,m+1/2}$ for the lower one. For each $l$ with $|m|\le l-\frac12$ this gives a two-dimensional space. The two coefficient vectors in (2) are orthogonal, so they span it, one with $j=l+\frac12$ and one with $j=l-\frac12$. For $|m|=l+\frac12$ a single function remains, with $j=l+\frac12$.

Now fix $j$ and $m$ instead. Just two functions qualify: $l=j-\frac12$, which is $\kappa=-(j+\frac12)$, and $l=j+\frac12$, which is $\kappa=+(j+\frac12)$. Their values of $l$ differ by one, so their parities are opposite. The image has the parity of the partner, and hence

$$(\boldsymbol\sigma\cdot\hat{\mathbf r})\,\Omega_{\kappa m}=c_{\kappa m}\,\Omega_{-\kappa,m}. \tag{6}$$

The factor cannot depend on $m$. Apply $J_+$ to (6) with $m<j$. By (5) it passes through $\boldsymbol\sigma\cdot\hat{\mathbf r}$. By (4) both sides acquire the same nonzero root, because $\kappa$ and $-\kappa$ share the same $j$. What remains is $(\boldsymbol\sigma\cdot\hat{\mathbf r})\Omega_{\kappa,m+1}=c_{\kappa m}\Omega_{-\kappa,m+1}$, so $c_{\kappa,m+1}=c_{\kappa m}\equiv c_\kappa$.

## What the unit square adds

The product rule $\sigma_i\sigma_j=\delta_{ij}+i\epsilon_{ijk}\sigma_k$ gives

$$(\boldsymbol\sigma\cdot\hat{\mathbf r})^2=\hat r_i\hat r_i+i\epsilon_{ijk}\hat r_i\hat r_j\sigma_k=1,$$

since $\hat r_i\hat r_j$ is symmetric in $i,j$. Applying (6) twice yields $c_\kappa c_{-\kappa}=1$. The operator is also Hermitian, so the squared norm of the image is $\langle\Omega_{\kappa m}|(\boldsymbol\sigma\cdot\hat{\mathbf r})^2\Omega_{\kappa m}\rangle=1$, and therefore $|c_\kappa|=1$.

This leaves a phase, not yet a sign. To restrict it, write $c_\kappa=\langle\Omega_{-\kappa,m}|\boldsymbol\sigma\cdot\hat{\mathbf r}\,|\Omega_{\kappa m}\rangle$ and reverse the azimuth, $\phi\to-\phi$. Each $Y_{l\mu}$ goes into its complex conjugate. The coefficients (2) are real, so $\Omega_{\kappa m}$ does the same, and so does the matrix

$$\boldsymbol\sigma\cdot\hat{\mathbf r}=\begin{pmatrix}\cos\theta&\sin\theta\,e^{-i\phi}\\ \sin\theta\,e^{i\phi}&-\cos\theta\end{pmatrix}. \tag{7}$$

The integrand at $-\phi$ is the conjugate of the integrand at $\phi$. The integral over all $\phi$ is thus real, and $c_\kappa=\pm1$.

## The sign, read on the z axis

On the positive $z$ axis a continuous function proportional to $e^{i\mu\phi}$ must vanish unless $\mu=0$, because $\phi$ has no meaning there. With $P_l(1)=1$,

$$Y_{l\mu}(\hat{\mathbf z})=\delta_{\mu0}\sqrt{\frac{2l+1}{4\pi}}=\delta_{\mu0}\sqrt{\frac{2a}{4\pi}}.$$

For $m=\frac12$ the upper component survives. Its value is $\sqrt{(a+\frac12)/4\pi}=\sqrt{(l+1)/4\pi}$ for $\kappa<0$ and $-\sqrt{(a-\frac12)/4\pi}=-\sqrt{l/4\pi}$ for $\kappa>0$. Since $|\kappa|$ is $l+1$ in the first case and $l$ in the second,

$$\Omega_{\kappa,1/2}(\hat{\mathbf z})=-\,\mathrm{sgn}(\kappa)\sqrt{\frac{|\kappa|}{4\pi}}\begin{pmatrix}1\\0\end{pmatrix}. \tag{8}$$

At this point $\boldsymbol\sigma\cdot\hat{\mathbf r}=\sigma_z$, which leaves the spin-up spinor unchanged. Equation (6) becomes

$$-\,\mathrm{sgn}(\kappa)\sqrt{\frac{|\kappa|}{4\pi}}=c_\kappa\,\mathrm{sgn}(\kappa)\sqrt{\frac{|\kappa|}{4\pi}},$$

and $c_\kappa=-1$. This proves (1).

For $m=-\frac12$ the lower component survives and equals $+\sqrt{|\kappa|/4\pi}$ for both signs of $\kappa$. Now the minus sign comes from $\sigma_z$ acting on spin down, and the result agrees. For $|m|>\frac12$ every $\Omega_{\kappa m}$ vanishes on the axis, and (6) reads $0=0$ there. Those cases rest on the independence of $m$ shown above.

Once the explicit values (8) are known, the axis gives the whole number $c_\kappa$, modulus included. The unit square is then a consistency condition. Its separate content is that any phase convention leaves no more than a phase factor open.

## How the sign depends on convention

If spin is coupled first, the same rule as after (4), a positive coefficient at $m=j$ for the largest projection of the angular momentum coupled first, makes the spin-up coefficient positive at $m=j$. For $\kappa<0$ it is already positive in (2). For $\kappa>0$ it is $-\sqrt{(a-m)/2a}=-1/\sqrt{2a}$ at $m=j=a-1$, so every function with $\kappa>0$ changes sign. In each pair $(\kappa,-\kappa)$ one member is reversed, and $c_\kappa=+1$.

If instead $Y_{l\mu}$ is replaced by $i^lY_{l\mu}$, the new functions are $i^{l(\kappa)}\Omega_{\kappa m}$, and (1) gives

$$c_\kappa=-\,i^{\,l(\kappa)-l(-\kappa)}=-i\,\mathrm{sgn}(\kappa),$$

because $l(\kappa)-l(-\kappa)=\mathrm{sgn}(\kappa)$. The condition $c_\kappa c_{-\kappa}=(-i)(i)=1$ still holds, although $c_\kappa$ is no longer real. The square alone therefore cannot establish (1).

## Two examples

**The lowest pair.** For $\kappa=-1$, $m=\frac12$ the function is $(1,0)/\sqrt{4\pi}$. By (7) its image is $(\cos\theta,\ \sin\theta\,e^{i\phi})/\sqrt{4\pi}$. The partner $\kappa=1$ has $l=1$ and coefficients $-\sqrt{1/3}$ and $\sqrt{2/3}$. With $Y_{10}=\sqrt{3/4\pi}\cos\theta$ and $Y_{11}=-\sqrt{3/8\pi}\sin\theta\,e^{i\phi}$ it is

$$\Omega_{1,1/2}=-\frac{1}{\sqrt{4\pi}}\begin{pmatrix}\cos\theta\\ \sin\theta\,e^{i\phi}\end{pmatrix},$$

the negative of the image. An isotropic $s_{1/2}$ function has become a $p_{1/2}$ function, whose density is isotropic as well.

**A numerical case.** Take $\kappa=-2$ ($p_{3/2}$), $m=\frac12$, at $\theta=1.0$ rad and $\phi=0.5$ rad. The coefficients are $0.81650$ and $0.57735$, and the harmonics are $Y_{10}=0.26399$ and $Y_{11}=-0.25513-0.13938i$. Hence

$$\Omega_{-2,1/2}=(0.21555,\ -0.14730-0.08047i).$$

The matrix (7) has diagonal entries $\pm0.54030$ and off-diagonal entries $0.73846\mp0.40342i$. The upper component of the image is

$$0.54030\times0.21555+(0.73846-0.40342i)(-0.14730-0.08047i)$$
$$=0.11646-0.14124=-0.02478,$$

the imaginary parts cancelling. The lower component is

$$(0.73846+0.40342i)\times0.21555+0.54030\,(0.14730+0.08047i)=0.23876+0.13044i.$$

The partner $\kappa=2$ ($d_{3/2}$) is built from different harmonics, $Y_{20}=-0.03918$ and $Y_{21}=-0.30824-0.16839i$, with coefficients $-0.63246$ and $0.77460$. It gives

$$\Omega_{2,1/2}=(0.02478,\ -0.23876-0.13044i),$$

which is the negative of the image. For $m=\frac32$, where the axis carries no information, the image of $\Omega_{-2,3/2}$ is $(-0.13785-0.07531i,\ -0.13218-0.20585i)$, and $\Omega_{2,3/2}$ has the same entries with opposite signs.

The densities $\Omega^\dagger\Omega$ of the two partners agree: $0.0746$ per steradian for $m=\frac12$ and $0.0845$ for $m=\frac32$ in this direction. This follows from (1) and the unit square, since $\Omega_{-\kappa,m}^\dagger\Omega_{-\kappa,m}=\Omega_{\kappa m}^\dagger(\boldsymbol\sigma\cdot\hat{\mathbf r})^2\Omega_{\kappa m}$. The angular density of a spinor thus depends on $j$ and $m$, but not on which of the two $l$ values it has. The numerical check covers all 60 functions with $|\kappa|\le5$.

## The sign in the radial Dirac equation

The product rule for Pauli matrices gives $(\boldsymbol\sigma\cdot\hat{\mathbf r})(\boldsymbol\sigma\cdot\mathbf p)=\hat{\mathbf r}\cdot\mathbf p+i\boldsymbol\sigma\cdot(\hat{\mathbf r}\times\mathbf p)$. Multiplying from the left by $\boldsymbol\sigma\cdot\hat{\mathbf r}$ and using its unit square,

$$\boldsymbol\sigma\cdot\mathbf p=(\boldsymbol\sigma\cdot\hat{\mathbf r})\left(-i\frac{\partial}{\partial r}+\frac{i}{r}\,\boldsymbol\sigma\cdot\mathbf L\right).$$

For a radial function $P(r)/r$, equations (3) and (1) yield

$$\boldsymbol\sigma\cdot\mathbf p\,\frac{P}{r}\Omega_{\kappa m}=i\left[\Big(\frac Pr\Big)'+\frac{1+\kappa}{r}\frac Pr\right]\Omega_{-\kappa,m}=\frac ir\left(P'+\frac{\kappa}{r}P\right)\Omega_{-\kappa,m}.$$

Take the four-component function with upper part $(P/r)\,\Omega_{\kappa m}$ and lower part $(iQ/r)\,\Omega_{-\kappa,m}$. In units where the speed of light is also 1, with mass $M$, potential $V(r)$ and energy $E$, the angular functions drop out:

$$-Q'+\frac{\kappa}{r}Q+(V+M)P=EP,\qquad P'+\frac{\kappa}{r}P+(V-M)Q=EQ.$$

With the spin-first convention, $c_\kappa=+1$, the terms that couple $P$ and $Q$ would both change sign. Replacing $Q$ by $-Q$ restores the equations, so the energies do not depend on the choice. The relative sign of $P$ and $Q$ does, and radial functions must be combined with angular functions of the convention in which they were computed.

## Numbers as computed

```
All values dimensionless unless a unit is shown
theta = 1.0 rad, phi = 0.5 rad
sigma.rhat matrix, entries:
  up,up: +0.540302 +0.000000i   up,down: +0.738460 -0.403423i
  down,up: +0.738460 +0.403423i   down,down: -0.540302 +0.000000i
kappa=-2, l=1, m=1/2: coefficients up +0.816497, down +0.577350
  Y(1,0) = +0.263993 +0.000000i
  Y(1,1) = -0.255134 -0.139380i
kappa=+2, l=2, m=1/2: coefficients up -0.632456, down +0.774597
  Y(2,0) = -0.039178 +0.000000i
  Y(2,1) = -0.308240 -0.168393i
Spinors for m=1/2 (up ; down):
  Omega(-2,m): +0.215549 +0.000000i ; -0.147302 -0.080471i
  sigma.rhat Omega(-2,m): -0.024778 +0.000000i ; +0.238762 +0.130436i
  Omega(+2,m): +0.024778 +0.000000i ; -0.238762 -0.130436i
  densities: kappa=-2 0.074635, kappa=+2 0.074635 per sr
Spinors for m=3/2 (up ; down):
  Omega(-2,m): -0.255134 -0.139380i ; +0.000000 +0.000000i
  sigma.rhat Omega(-2,m): -0.137849 -0.075307i ; -0.132177 -0.205853i
  Omega(+2,m): +0.137849 +0.075307i ; +0.132177 +0.205853i
  densities: kappa=-2 0.084520, kappa=+2 0.084520 per sr
z-axis: up part for m=1/2 ; down part for m=-1/2
  kappa=-3: +0.488603 ; +0.488603
  kappa=-2: +0.398942 ; +0.398942
  kappa=-1: +0.282095 ; +0.282095
  kappa=+1: -0.282095 ; +0.282095
  kappa=+2: -0.398942 ; +0.398942
  kappa=+3: -0.488603 ; +0.488603
Factor c for m=1/2:
  kappa=-2, orbital first: -1.000000 +0.000000i
  kappa=-2, spin first: +1.000000 +0.000000i
  kappa=-2, i^l Y: +0.000000 +1.000000i
  kappa=+2, orbital first: -1.000000 +0.000000i
  kappa=+2, spin first: +1.000000 +0.000000i
  kappa=+2, i^l Y: +0.000000 -1.000000i
Tested |kappa| up to 5, number of spinors 60
Largest pointwise error of identity: 3.6e-16
Largest error of quadrature matrix: 8.9e-15
Largest finite-difference error, K: 4.9e-11, J+: 3.2e-11
```
